# Keller duality, the Dykhne checkerboard and slow convergence at corners

## A poor answer on a fine grid

A checkerboard has squares of relative permittivity 100 and 1. A standard five-point finite-difference calculation, with 128 grid cells along the side of each square, gives an effective permittivity of 15.22. The exact value is 10. Halving the spacing from 64 to 128 cells per side lowered the numerical value only from 16.55 to 15.22. The interfaces lie on grid lines, so badly resolved boundaries are not to blame.

Two questions follow: why the exact value is known, and why the grid approaches it so slowly.

## The cell problem

The structure is periodic in the plane and uniform along the third direction; fields lie in the plane. The period is short compared with the wavelength, so the fields are quasistatic. In atomic units with relative permittivities,

\[
\mathbf E=-\nabla\phi,\qquad \mathbf D=\varepsilon\mathbf E,\qquad \nabla\cdot\mathbf D=0,
\]

where \(\varepsilon\) takes the values \(\varepsilon_1,\varepsilon_2\). The field is a prescribed mean \(\mathbf E_0\) plus the gradient of a periodic function. With \(\langle\cdot\rangle\) the average over a period cell, the effective tensor is defined by

\[
\langle\mathbf D\rangle=\varepsilon^*\mathbf E_0 .
\]

The values are positive, or complex with \(\varepsilon_2/\varepsilon_1\) off the closed negative real axis. Their arguments then differ by less than \(\pi\), so one phase factor gives both a positive real part: \(\mathrm{Re}(e^{i\alpha}\varepsilon)\ge c>0\). This coercivity guarantees a unique field.

For a periodic function \(v\), integration by parts gives \(\langle\nabla v\cdot\mathbf D\rangle=0\). Hence, for two solutions \(a\) and \(b\),

\[
\langle\mathbf E^b\cdot\varepsilon\mathbf E^a\rangle=\mathbf E_0^b\cdot\varepsilon^*\mathbf E_0^a .
\]

The left side is unchanged when \(a\) and \(b\) are exchanged, so \(\varepsilon^*\) is symmetric. Taking the conjugate of the same field instead,

\[
\overline{\mathbf E}_0\cdot\varepsilon^*\mathbf E_0=\langle\varepsilon|\mathbf E|^2\rangle. \tag{1}
\]

If \(\varepsilon^*\mathbf E_0=0\), coercivity makes \(\mathbf E\) vanish, and with it \(\mathbf E_0\). So \(\varepsilon^*\) is invertible.

## Duality

Let \(R(a,b)=(-b,a)\) be the rotation by \(90^\circ\). In two dimensions it exchanges curl and divergence:

\[
\mathrm{curl}(R\mathbf D)=\partial_xD_x+\partial_yD_y=0,\qquad
\nabla\cdot(R\mathbf E)=-\partial_xE_y+\partial_yE_x=0 .
\]

Put \(k=\varepsilon_1\varepsilon_2\) and define

\[
\mathbf E'=R\mathbf D=\varepsilon R\mathbf E,\qquad
\mathbf D'=kR\mathbf E=\frac{k}{\varepsilon}\mathbf E' .
\]

These fields solve a cell problem with permittivity \(k/\varepsilon\), which is \(\varepsilon_2\) where \(\varepsilon\) was \(\varepsilon_1\), and the reverse. The phases have been exchanged. The interface conditions are also met: the tangential part of \(\mathbf E'\) is, up to sign, the continuous normal part of \(\mathbf D\), and correspondingly for \(\mathbf D'\).

Let \(\tilde\varepsilon^*\) be the tensor of the exchanged composite. The averages are \(\langle\mathbf E'\rangle=R\varepsilon^*\mathbf E_0\) and \(\langle\mathbf D'\rangle=kR\mathbf E_0\). As \(\mathbf E_0\) is arbitrary, \(kR=\tilde\varepsilon^*R\varepsilon^*\), or

\[
\tilde\varepsilon^*=kR(\varepsilon^*)^{-1}R^T .
\]

For a symmetric matrix,

\[
R\begin{pmatrix}p&q\\q&s\end{pmatrix}R^T=\begin{pmatrix}s&-q\\-q&p\end{pmatrix}. \tag{2}
\]

The inverse of \(\varepsilon^*\) has \(p=\varepsilon^*_{yy}/\det\varepsilon^*\), \(s=\varepsilon^*_{xx}/\det\varepsilon^*\) and \(q=-\varepsilon^*_{xy}/\det\varepsilon^*\). Therefore

\[
\boxed{\tilde\varepsilon^*=\varepsilon_1\varepsilon_2\,\frac{\varepsilon^*}{\det\varepsilon^*}}
\]

In axes where \(\varepsilon^*_{xy}=0\), the determinant is \(\varepsilon^*_{xx}\varepsilon^*_{yy}\), and Keller's relation follows:

\[
\varepsilon^*_{xx}(\varepsilon_1,\varepsilon_2)\,\varepsilon^*_{yy}(\varepsilon_2,\varepsilon_1)=\varepsilon_1\varepsilon_2 .
\]

In other axes the product is \(k\varepsilon^*_{xx}\varepsilon^*_{yy}/\det\varepsilon^*\). A tilted inclusion of permittivity 10 in a host of 1 shows the difference. Its computed components are \(xx=1.7708\), \(yy=1.5074\), \(xy=0.1265\), so

\[
\det\varepsilon^*=2.6693-0.0160=2.6533 .
\]

Duality predicts \(10\times1.7708/2.6533=6.674\) for the exchanged \(xx\) component; a separate solution gives 6.679. The diagonal product should be \(10\times2.6693/2.6533=10.06\), not 10. The separate solutions give 10.07, the remaining difference being discretization error. The four decimals belong to the grid used. Its diagonal values are upper bounds, as shown below, and duality applied to the exchanged solution (\(xx=6.6785\), \(yy=5.6880\), \(xy=0.4772\)) gives the lower bounds 1.7687 and 1.5064. The converged \(xx\) and \(yy\) are thus known to about 0.002 and 0.001.

The proof needs two dimensions. In three, no fixed rotation turns every divergence-free field into a curl-free one.

## The checkerboard

Exchanging the phases of a checkerboard shifts it by one square, which leaves \(\varepsilon^*\) unchanged. A quarter turn about the centre of a square also preserves the pattern, so \(R\varepsilon^*R^T=\varepsilon^*\). By equation (2), \(p=s\) and \(q=-q=0\): the tensor is a scalar. Duality becomes \(\varepsilon^*=k/\varepsilon^*\), hence

\[
(\varepsilon^*)^2=\varepsilon_1\varepsilon_2 .
\]

To fix the root, hold \(\varepsilon_1\) and let \(z=\varepsilon_2/\varepsilon_1\) move in the plane cut along the negative real axis. Coercivity makes \(\varepsilon^*/\varepsilon_1\) continuous in \(z\). It equals 1 at \(z=1\), and its square is \(z\). Its quotient with the principal root \(\sqrt z\) is continuous and equal to \(\pm1\), so it stays at \(+1\):

\[
\boxed{\varepsilon^*=\varepsilon_1\sqrt{\varepsilon_2/\varepsilon_1}}
\]

For positive values this is Dykhne's result \(\sqrt{\varepsilon_1\varepsilon_2}\). It holds at any finite contrast. For 100 and 1 it gives 10, well below the arithmetic mean 50.5, which would apply if the field were uniform.

## The potential at a corner

Take positive values \(\varepsilon_h>\varepsilon_l\). Place the origin at a corner and measure \(\theta\) from the diagonal of a high-permittivity square. The high sectors are centred on \(\theta=0,\pi\), the low ones on \(\theta=\pm\pi/2\). For \(\phi=r^\beta f(\theta)\), Laplace's equation in each sector gives \(f''+\beta^2f=0\); \(f\) and \(\varepsilon f'\) are continuous at the interfaces.

The pattern is symmetric under reflection in both axes \(\theta=0\) and \(\theta=\pi/2\), so solutions can be sorted by parity. Take \(f\) even about the first and odd about the second:

\[
f=\cos\beta\theta\ \ (|\theta|<\tfrac{\pi}{4}),\qquad
f=B\sin\beta(\tfrac{\pi}{2}-\theta)\ \ (\tfrac{\pi}{4}<\theta<\tfrac{3\pi}{4}).
\]

Write \(C=\cos(\pi\beta/4)\) and \(S=\sin(\pi\beta/4)\). The conditions at \(\theta=\pi/4\) are

\[
C=BS,\qquad -\varepsilon_hS=-\varepsilon_lBC .
\]

Inserting \(B=C/S\) gives \(\varepsilon_hS^2=\varepsilon_lC^2\), whose smallest positive solution is

\[
\boxed{\beta=\frac4\pi\arctan\sqrt{\frac{\varepsilon_l}{\varepsilon_h}}<1}
\]

The opposite parity exchanges sine and cosine, giving \(\tan^2(\pi\beta'/4)=\varepsilon_h/\varepsilon_l\) and \(\beta'=2-\beta\). The even-even and odd-odd classes require \(SC=0\), so their smallest positive exponent is 2. Thus \(\beta\) is the only exponent between 0 and 1.

The field grows as \(r^{\beta-1}\) toward the corner, while the energy within radius \(\rho\) scales as \(\rho^{2\beta}\) and stays finite. At equal permittivities \(\beta=1\) and the field is regular. At high contrast \(\beta\approx(4/\pi)\sqrt{\varepsilon_l/\varepsilon_h}\), which tends to zero. Contrasts 10 and 100 give \(\beta=0.390\) and 0.127.

**The singular term is present.** Apply a mean potential gradient along \(\theta=0\). Reflection in the line \(\theta=\pm\pi/2\) preserves the pattern and reverses the gradient. By uniqueness \(\phi\) is odd about this line, up to a constant that we set to zero, so \(\phi=0\) there. The next parallel diagonal, through the centre of the high square, is also a mirror line and has a constant potential \(V>0\). The maximum principle gives \(0<\phi<V\) between them.

Now project onto the corner mode:

\[
c(r)=\int_{-\pi/2}^{\pi/2}\varepsilon f\phi\,d\theta .
\]

Two integrations by parts, with the interface conditions and \(f=\phi=0\) at the ends, give \(r(rc')'=\beta^2c\). Finite energy excludes \(r^{-\beta}\), so \(c\propto r^\beta\). Both \(f\) and \(\phi\) are positive inside the interval, so the coefficient is not zero.

A field along a side of the squares is a sum of fields along the two diagonals. The second has the opposite parity at this corner and cannot cancel the singular term.

## What the five-point scheme computes

Split each rectangular grid cell into two right triangles and let the potential be linear on each. A triangle with legs \(h_x,h_y\) and potential drops \(\delta_x,\delta_y\) along them has

\[
\int\varepsilon|\nabla\phi|^2=\frac{h_xh_y}{2}\,\varepsilon
\left(\frac{\delta_x^2}{h_x^2}+\frac{\delta_y^2}{h_y^2}\right).
\]

There is no term for the hypotenuse. On a uniform square grid, adding the triangles on both sides of an edge gives it the conductance

\[
g=\tfrac12(\varepsilon_a+\varepsilon_b),
\]

with \(a,b\) the adjacent cells. This is the five-point scheme with potentials at the vertices and arithmetic averages on the edges. It is therefore a finite-element method.

Let \(\phi\) and \(\phi_h\) be the exact and numerical potentials for a unit mean gradient, and \(e=\phi_h-\phi\), which is periodic. Expanding the square,

\[
\varepsilon^*_h-\varepsilon^*=\langle\varepsilon|\nabla e|^2\rangle
+2\langle\varepsilon\nabla\phi\cdot\nabla e\rangle
=\langle\varepsilon|\nabla e|^2\rangle\ge0 . \tag{3}
\]

The middle term vanishes because \(\varepsilon\nabla\phi\) is divergence-free. For positive phases the scheme gives an upper bound. Since \(\phi_h\) minimizes the energy among piecewise linear functions with this mean gradient, it also minimizes the last expression in (3).

**The error cannot be smaller than order \(h^{2\beta}\).** On a triangle at the corner, \(\nabla\phi_h\) is a constant vector. The exact gradient is of size \(h^{\beta-1}\) and varies by a comparable amount, since \(\beta\ne1\). Its squared distance from every constant, times the area \(h^2\), is at least a positive constant times \(h^{2\beta}\). The next terms in \(\phi\) are smaller as \(h\to0\).

**It is not larger in order.** Compare with the function that interpolates \(\phi\) at the vertices. Along a leg its slope is the mean of the true slope, so its gradient error is at most of order \(h|\nabla\nabla\phi|\), or \(hr^{\beta-2}\) near a corner. Outside the corner triangles this contributes at most a constant times

\[
\int_h^a h^2r^{2\beta-4}\,r\,dr\le\frac{h^{2\beta}}{2-2\beta},
\]

where \(a\) is the side of a square. The corner triangles contribute order \(h^{2\beta}\), and the smooth regions order \(h^2\). Hence the error is of order \(h^{2\beta}\).

## A discrete duality

The rotation argument has an exact network version. Take the current flowing along each grid edge as the potential drop between the centres of the two cells beside that edge, and \(k\) times the old drop along the edge as the new current between those centres. Current conservation at a vertex makes the new drops sum to zero around it. The old drops sum to zero around a cell, which conserves the new current there. The new conductance is

\[
\frac kg=\frac{2k}{\varepsilon_a+\varepsilon_b}
=\frac{2}{(k/\varepsilon_a)^{-1}+(k/\varepsilon_b)^{-1}},
\]

the harmonic mean of the exchanged permittivities. This is the cell-centred scheme for the exchanged composite. On the checkerboard, the shift and the quarter turn apply to the grid as well, so on every uniform grid that fits the squares

\[
\varepsilon^*_{\rm vertex}\,\varepsilon^*_{\rm cell}=\varepsilon_1\varepsilon_2 .
\]

For contrast 10 and 32 cells per side, \(3.30563\times3.02515=10.0000\). The two schemes bracket the exact value, and their geometric mean equals it even on a coarse grid. This is a consequence of symmetry and does not mean that the local fields are accurate. The natural error measure is \(\delta=\ln(\varepsilon^*_{\rm vertex}/\varepsilon^*)\), since the other scheme has \(-\delta\).

## Observed convergence

Let \(m\) be the number of cells along the side of a square. The vertex scheme gives:

| \(m\) | \(\delta\), contrast 10 | \(\delta\), contrast 100 |
|---:|---:|---:|
| 16 | 0.0761 | 0.733 |
| 32 | 0.0443 | 0.607 |
| 64 | 0.0258 | 0.504 |
| 128 | 0.0150 | 0.420 |

For contrast 10, the last halving of \(h\) gives the rate \(\log_2(0.02582/0.01504)=0.780\), in agreement with \(2\beta=0.780\). For contrast 100, the successive rates in the table fall from 0.273 through 0.267 to 0.263, toward \(2\beta=0.254\). The limit has not been reached, which is no surprise while \(\delta\) is still 0.42.

With squares of side 50 Å, the spacing that would bring \(\delta\) to 0.01 can be extrapolated:

\[
h=\frac{50\ \text{Å}}{128}\left(\frac{0.01}{\delta_{128}}\right)^{1/(2\beta)} .
\]

This gives 0.23 Å for contrast 10 and roughly \(10^{-7}\) Å for contrast 100. Both are below atomic distances. They describe the mathematical continuum problem, since in a material the local permittivity loses its meaning long before.

## Moving the grid lines

If the corners cause the slow rate, small cells are needed only near them. Place the grid lines at distances \(x=\tfrac12at^p\) from each corner coordinate, with \(t\) equally spaced in steps \(2/m\). The local width is then

\[
h(x)\approx\frac{dx}{dt}\,\frac2m\propto\frac{x^{1-1/p}}{m} .
\]

The interpolation estimate holds for elongated right triangles too, because it used the legs separately. Near a corner both legs are at most of order \(h(r)\), so the error is bounded by a constant times

\[
\int_0 h(r)^2r^{2\beta-4}\,r\,dr\propto\frac1{m^2}\int_0r^{2\beta-1-2/p}\,dr .
\]

The integral converges if \(p\beta>1\). The corner triangles have size \(m^{-p}\) and add \(m^{-2p\beta}\), which is then smaller than \(m^{-2}\). Second order is restored.

For contrast 10 and \(p=4\), \(p\beta=1.56\). The errors at \(m=16,32,64\) are 0.0251, 0.0068 and 0.0018, with rates 1.88 and 1.95. At \(m=64\) the error is about 15 times smaller than on the uniform grid with the same number of unknowns. Only the positions of the grid lines have changed. On this grid the potential between 0.14 and 2.2 Å from a corner grows with exponent 0.394, close to the predicted 0.390.

## A plasmonic checkerboard

With time dependence \(e^{-i\omega t}\), take a Drude model metal with plasma energy 9 eV and damping 1.5 eV, at photon energy 3 eV:

\[
\varepsilon_m=1-\frac{9^2}{3(3+1.5i)}=-6.2+3.6i .
\]

The host has \(\varepsilon_d=2\). Then \((\varepsilon^*)^2=-12.4+7.2i\), and the root selected above is

\[
\varepsilon^*=0.985+3.656i .
\]

The vacuum wavelength is 4133 Å, and \(|k_m|a=0.20\) for the wave number \(k_m\) in the metal. Retardation is thus small for 50 Å squares, though not zero. This says nothing about whether a local permittivity is valid near the corners, and the Drude parameters are a model choice, not a fit to a particular metal.

The matching at the corner was algebraic and holds for complex values. With \(\varepsilon_l\to\varepsilon_d\) and \(\varepsilon_h\to\varepsilon_m\), \(\beta=0.232-0.695i\): the potential oscillates in \(\ln r\) while its envelope follows \(r^{0.232}\). Energies are no longer minimized, so the bounds are lost. Coercivity still limits the gradient error to a constant times the best approximation error, so \(\langle|\nabla e|^2\rangle\) is at most of order \(h^{2\,\mathrm{Re}\,\beta}\). The expansion (3), taken without complex conjugation, gives \(\varepsilon^*_h-\varepsilon^*=\langle\varepsilon\nabla e\cdot\nabla e\rangle\), whose modulus is at most \(\max|\varepsilon|\,\langle|\nabla e|^2\rangle\). The error in \(\varepsilon^*\) therefore has an upper estimate of order \(h^{2\,\mathrm{Re}\,\beta}\).

At \(m=64\) the uniform grid gives \(0.34+4.06i\), an error of 20% relative to \(|\varepsilon^*|\). Grading with \(p=6\), for which \(p\,\mathrm{Re}\,\beta=1.39\), reduces this to 0.44%, and to 0.11% at \(m=128\). The solution also confirms the choice of root.

Now lower the damping to 0.015 eV. The metal has \(\varepsilon_m=-8.00+0.045i\), but \(\varepsilon^*=0.011+4.000i\). As the damping vanishes, \(\varepsilon^*\to\sqrt{2\times(-8)}=4i\): absorption survives although each constituent becomes lossless. The imaginary part of equation (1) shows how. Since the host is real,

\[
\mathrm{Im}\,\varepsilon^*\,|\mathbf E_0|^2=\mathrm{Im}\,\varepsilon_m\,\langle\chi_m|\mathbf E|^2\rangle,
\]

where \(\chi_m\) is 1 in the metal and 0 elsewhere. The cell average \(\langle\chi_m|\mathbf E|^2\rangle\) must be \(4.000/0.045\approx89\) times \(|\mathbf E_0|^2\). The metal fills half the cell, so the mean square field inside it is twice that, and it diverges as the damping vanishes.

The corner exponent shows where such a field can build up. For \(\varepsilon_d/\varepsilon_m\to-y^2\) with \(0<y<1\), the identity \(\arctan(iy)=i\,\mathrm{artanh}\,y\) makes \(\beta\) purely imaginary. At damping 0.015 eV, \(\mathrm{Re}\,\beta\) is already 0.0024. The energy of a corner mode of fixed amplitude contains \(\int_0r^{2\,\mathrm{Re}\,\beta-1}dr\), which diverges as \(\mathrm{Re}\,\beta\to0\). In the strict lossless limit no finite-energy solution is guaranteed, and \(4i\) is to be read as the limit from positive damping. In a real structure, rounded corners and nonlocal response cut off the singularity at small \(r\), and the ideal formula then fails whenever much of the energy lies inside the cutoff. The share within a distance \(\rho\) of the corners is of order \((2\rho/a)^{2\,\mathrm{Re}\,\beta}\). At damping 0.015 eV half of it lies within roughly \(10^{-62}\) Å. Filling a square patch of half-width 2.5 Å at each corner with host or with metal gives about \(-2.9+0.07i\) or \(4.9+0.08i\), and the absorption of the ideal result \(4i\) is gone. The sensitivity is not confined to weak damping. At 1.5 eV about 30% of the dissipation lies within 2.5 Å of the corners, and the same patches give \(-0.33+3.68i\) or \(2.33+3.15i\), a change of about 35 to 38%. In the static case they move \(\varepsilon^*\) from 10 to 4.2 or 24 at contrast 100, and by 12 to 13% at contrast 10. The square-root formula describes mathematically sharp corners; for 50 Å squares at high contrast the actual corner geometry decides the answer.

The numerical check printed below contains the values used here, apart from the corner-share and corner-patch figures of the last paragraph.

## Numbers as computed

```
side of a square: 50.0 angstrom
inclusion eps 10 in host eps 1, tensor xx, yy, xy:
  original: 1.7708 1.5074 0.1265
  swapped, solved: 6.6785 5.6880 0.4772
  swapped, duality: 6.6739 5.6812 0.4768
  naive product xx*yy(swapped): 10.0724
checkerboard 10/1: exact eps* 3.16228
  beta 0.3900, angular solver 0.3900, 2*beta 0.7799
  m 8: vertex eps* 3.60330, log error 0.13056
  m 16: vertex eps* 3.41236, log error 0.07611, rate 0.7785
  m 32: vertex eps* 3.30563, log error 0.04433, rate 0.7797
  m 64: vertex eps* 3.24499, log error 0.02582, rate 0.7799
  m 128: vertex eps* 3.21019, log error 0.01504, rate 0.7799
  m 32: cell eps* 3.02515, vertex*cell 10.00000000
  extrapolated spacing for log error 0.01: 2.32e-01 angstrom
checkerboard 100/1: exact eps* 10.00000
  beta 0.1269, angular solver 0.1269, 2*beta 0.2538
  m 8: vertex eps* 24.36984, log error 0.89076
  m 16: vertex eps* 20.81019, log error 0.73286, rate 0.2815
  m 32: vertex eps* 18.34100, log error 0.60655, rate 0.2729
  m 64: vertex eps* 16.55481, log error 0.50409, rate 0.2669
  m 128: vertex eps* 15.22141, log error 0.42012, rate 0.2629
  m 32: cell eps* 5.45227, vertex*cell 100.00000000
  extrapolated spacing for log error 0.01: 1.57e-07 angstrom
graded grid, contrast 10, grading power 4:
  m 16: eps* 3.24277, log error 0.025135
  m 32: eps* 3.18388, log error 0.006807, rate 1.885
  m 64: eps* 3.16786, log error 0.001764, rate 1.948
  potential exponent 0.3941 from r = 0.138 to 2.210 angstrom
Drude: plasma 9.0 eV, damping 1.5 eV, photon 3.0 eV
  host eps 2.0, metal eps -6.2000+3.6000j
  exact eps* 0.9846+3.6564j, corner exponent 0.2317-0.6950j
  uniform m 64: 0.3432+4.0582j, relative error 0.1999
  graded power 6, m 64: 0.9677+3.6567j, relative error 0.00444
  graded power 6, m 128: 0.9804+3.6567j, relative error 0.00111
  vacuum wavelength 4132.8 angstrom, |k|*side in metal 0.204
weak damping 0.015 eV: metal eps -7.9998+0.0450j
  exact eps* 0.0112+4.0000j, corner exponent 0.00239-0.69940j
```
